**Chemical-potential window of a binary compound: phase equilibrium, surfaces and vapour**

For a line compound $A_aB_b$ that competes with its elements alone, the program asserts that $\mu_A$ spans a window of width $|\Delta G_f|/a$, where $\Delta G_f$ is the formation Gibbs energy per formula unit. It obtains the potentials as finite differences of a minimum Gibbs energy found by linear programming. Further assertions cover A$_2$B$_3$, a competing phase A$_2$B and a compound with positive formation energy. Slabs built atom by atom test the linear surface energy $\gamma=\gamma_0-\nu\Delta\mu_A$, its independence of thickness and the order of three terminations; $\nu$ is the excess of A atoms per surface cell and $\Delta\mu_A$ is measured from elemental A. Sums over oscillator levels test $W=-\Delta H_f+T\Delta S_f$ for the width $W$ of the 1:1 compound, and free-energy minimization in a closed vessel tests the B$_2$ pressure ratio $\exp(2W/k_BT)$. The output shows a static width of 0.80 eV, which falls to 0.64 eV at 900 K when vibrations are included, while $|\Delta H_f|$ stays at 0.80 eV. The pressure ratio at 900 K is $1.4\times10^7$. All energies belong to a model with chosen parameters, not to a particular material.

## Verification by program

```python
# Result under test: a binary line compound A_a B_b in equilibrium leaves one free
# elemental chemical potential; mu_A spans a window of width |dG_f|/a, which is
# |dH_f| for a 1:1 compound when the formation entropy is negligible.
# g_A, g_B, g_AB: Gibbs energies of bulk phases (eV per atom or formula unit)
# dmu_A = mu_A - g_A;  gamma: surface energy in eV per 1x1 surface cell
# nu: excess of A over B atoms per 1x1 cell and per side of a symmetric slab
import numpy as np
from scipy import constants as const
from scipy.optimize import linprog, brentq, minimize_scalar
from scipy.special import xlogy

kB = const.k / const.e
EV_TO_KJMOL = const.e * const.N_A / 1000

# ---------- model parameters (eV) ----------
g_A, g_B = -2.70, -2.90
bond_AB = -1.60              # per nearest-neighbour A-B bond
dimer = {"A": -1.00, "B": -1.30}   # per surface dimer
relax_half = -1.30           # per adatom of the half A layer
g_AB = 4 * bond_AB           # four bonds per formula unit
dH = g_AB - g_A - g_B


# ---------- phase equilibrium of a closed system ----------
def minimum_gibbs(phases, n_a, n_b):
    """phases: list of (A atoms, B atoms, Gibbs energy) per formula unit."""
    table = np.array(phases, dtype=float)
    res = linprog(table[:, 2], A_eq=table[:, :2].T, b_eq=[n_a, n_b],
                  bounds=(0, None), method="highs")
    assert res.success
    return res.fun, res.x


def potentials(phases, n_a, n_b, h=0.005):
    mu_a = (minimum_gibbs(phases, n_a + h, n_b)[0]
            - minimum_gibbs(phases, n_a - h, n_b)[0]) / (2 * h)
    mu_b = (minimum_gibbs(phases, n_a, n_b + h)[0]
            - minimum_gibbs(phases, n_a, n_b - h)[0]) / (2 * h)
    return np.array([mu_a, mu_b])


def window_ends(phases, a, b):
    """Potentials just on the A-rich and the B-rich side of A_a B_b."""
    return potentials(phases, 1.02 * a, b), potentials(phases, a, 1.02 * b)


elements = [(1, 0, g_A), (0, 1, g_B)]
phases_AB = elements + [(1, 1, g_AB)]
rich_A, rich_B = window_ends(phases_AB, 1, 1)
width = rich_A[0] - rich_B[0]
assert abs(width - abs(dH)) < 1e-6
assert abs(rich_A[0] - g_A) < 1e-6 and abs(rich_B[1] - g_B) < 1e-6
for end in (rich_A, rich_B):
    assert abs(end.sum() - g_AB) < 1e-6

# other stoichiometry
dH_23 = -1.80
phases_23 = elements + [(2, 3, 2 * g_A + 3 * g_B + dH_23)]
end1, end2 = window_ends(phases_23, 2, 3)
width_23_A, width_23_B = end1[0] - end2[0], end2[1] - end1[1]
assert abs(width_23_A - abs(dH_23) / 2) < 1e-6
assert abs(width_23_B - abs(dH_23) / 3) < 1e-6

# a competing compound A2B cuts the A-rich end
dH_21 = -0.90
phases_comp = phases_AB + [(2, 1, 2 * g_A + g_B + dH_21)]
comp1, comp2 = window_ends(phases_comp, 1, 1)
width_comp = comp1[0] - comp2[0]
assert abs((comp1[0] - g_A) - (dH_21 - dH)) < 1e-6
assert abs(comp2[0] - rich_B[0]) < 1e-6

# positive formation energy: the compound does not occur at equilibrium
unstable = elements + [(1, 1, g_A + g_B + 0.10)]
assert minimum_gibbs(unstable, 1, 1)[1][2] < 1e-9
assert minimum_gibbs(phases_AB, 1, 1)[1][2] > 1 - 1e-9


# ---------- slabs built atom by atom, 2x1 cell, zincblende (001) ----------
def slab(kind, layers):
    """Return N_A, N_B and energy; an odd number of layers gives equal faces."""
    shift = [(0, 0), (1, 1), (2, 0), (3, 1)]      # unit: quarter lattice constant
    first = "B" if kind == "B full" else "A"
    second = "A" if first == "B" else "B"
    positions, species = [], []
    for k in range(layers):
        x, y = shift[k % 4]
        outer = k in (0, layers - 1)
        sites = [(x, y, k), (x + 2, y + 2, k)]
        if kind == "A half" and outer:
            sites = sites[:1]
        positions += sites
        species += [first if k % 2 == 0 else second] * len(sites)
    pos = np.array(positions)
    bonds = 0
    for i in range(-3, 4):
        for j in range(-3, 4):
            image = np.array([4 * i + 2 * j, 4 * i - 2 * j, 0])
            d = pos[:, None, :] - pos[None, :, :] + image
            bonds += np.count_nonzero((d**2).sum(axis=2) == 3)
    energy = bond_AB * bonds / 2
    energy += 2 * (relax_half if kind == "A half" else dimer[first])
    return species.count("A"), species.count("B"), energy


kinds = ["A full", "A half", "B full"]
slabs = {(kind, n): slab(kind, n) for kind in kinds for n in (9, 11, 13)}


def gamma(kind, layers, mu_a, mu_b):
    n_a, n_b, energy = slabs[kind, layers]
    return (energy - n_a * mu_a - n_b * mu_b) / 4   # two faces, two cells each


def gamma_eq(kind, dmu, layers=9):
    return gamma(kind, layers, g_A + dmu, g_AB - g_A - dmu)


# surface energies from counting broken bonds by hand: gamma_0 and nu
line = {"A full": ((dimer["A"] - g_A) / 2, 0.5),
        "A half": (-bond_AB + relax_half / 2, 0.0),
        "B full": ((dimer["B"] - g_AB + g_A) / 2, -0.5)}
for kind in kinds:
    gamma_0, nu = line[kind]
    for layers in (9, 11, 13):
        for dmu in (dH, dH / 3, 0.0):
            assert abs(gamma_eq(kind, dmu, layers) - (gamma_0 - nu * dmu)) < 1e-10
    # each added pair of layers brings two formula units of bulk
    added = slabs[kind, 11][2] - slabs[kind, 9][2]
    assert abs(added / 2 - g_AB) < 1e-10

# violating mu_A + mu_B = g_AB makes gamma depend on slab thickness
violation = -0.05
wrong = [gamma("A half", n, g_A, g_AB - g_A + violation) for n in (9, 11, 13)]
assert np.allclose(np.diff(wrong), -violation / 2, atol=1e-10)


def crossing(k1, k2):
    root = brentq(lambda x: gamma_eq(k1, x) - gamma_eq(k2, x), dH, 0)
    formula = (line[k1][0] - line[k2][0]) / (line[k1][1] - line[k2][1])
    assert abs(root - formula) < 1e-9
    return root


cross_low = crossing("B full", "A half")
cross_high = crossing("A half", "A full")
assert dH < cross_low < cross_high < 0
edges = [dH, cross_low, cross_high, 0.0]
for left, right, expected in zip(edges[:-1], edges[1:], ["B full", "A half", "A full"]):
    for x in np.linspace(left, right, 12)[1:-1]:
        assert min(kinds, key=lambda k: gamma_eq(k, x)) == expected

# ---------- temperature: Einstein vibrations, three modes per atom ----------
quanta = {"A": [0.015], "B": [0.020], "AB": [0.020, 0.030]}
static = {"A": g_A, "B": g_B, "AB": g_AB}


def gibbs(phase, T):
    return static[phase] + sum(
        3 * (w / 2 + kB * T * np.log(-np.expm1(-w / (kB * T))))
        for w in quanta[phase])


def enthalpy_entropy(phase, T):
    """Explicit sums over the oscillator levels."""
    h, s = static[phase], 0.0
    for w in quanta[phase]:
        levels = w * (np.arange(3000) + 0.5)
        p = np.exp(-(levels - levels[0]) / (kB * T))
        p /= p.sum()
        h += 3 * (p * levels).sum()
        s -= 3 * kB * xlogy(p, p).sum()
    return h, s


thermal = []
for T in (300, 600, 900):
    phases_T = [(1, 0, gibbs("A", T)), (0, 1, gibbs("B", T)), (1, 1, gibbs("AB", T))]
    e1, e2 = window_ends(phases_T, 1, 1)
    width_T = e1[0] - e2[0]
    hs = {p: np.array(enthalpy_entropy(p, T)) for p in static}
    dH_T, dS_T = hs["AB"] - hs["A"] - hs["B"]
    assert abs(width_T - (-dH_T + T * dS_T)) < 1e-6
    thermal.append((T, width_T, dH_T, T * dS_T))
dH_zero = dH + 1.5 * (sum(quanta["AB"]) - quanta["A"][0] - quanta["B"][0])
dG_cold = gibbs("AB", 2.0) - gibbs("A", 2.0) - gibbs("B", 2.0)
assert abs(dG_cold - dH_zero) < 1e-9
assert abs(thermal[-1][1] - abs(thermal[-1][2])) > 0.1   # entropy matters at 900 K

# ---------- B2 vapour in a closed vessel at 900 K ----------
T_gas = 900
mu_standard = 2 * gibbs("B", T_gas) + 0.80     # B2 molecule at reference density


def log_density(cost_of_two_B):
    """Minimize the free energy of vessel plus solids over the number of B2."""
    def free_energy(y):
        return np.exp(y) * (mu_standard + kB * T_gas * (y - 1) - cost_of_two_B)
    res = minimize_scalar(free_energy, bounds=(-60, 5), method="bounded",
                          options={"xatol": 1e-10, "maxiter": 1000})
    assert res.success
    return res.x


over_B = log_density(2 * gibbs("B", T_gas))
over_AB_and_A = log_density(2 * gibbs("AB", T_gas) - 2 * gibbs("A", T_gas))
log_ratio = over_B - over_AB_and_A
assert abs(log_ratio - 2 * thermal[-1][1] / (kB * T_gas)) < 1e-5

# ---------- printed results ----------
print(f"g_A, g_B, g_AB = {g_A:.2f}, {g_B:.2f}, {g_AB:.2f} eV")
print(f"A-B bond energy = {bond_AB:.2f} eV")
print(f"dimer energies A, B = {dimer['A']:.2f}, {dimer['B']:.2f} eV")
print(f"relaxation per adatom, half A layer = {relax_half:.2f} eV")
print(f"static formation energy of AB = {dH:.2f} eV per formula unit")
print(f"A-rich end: mu_A, mu_B = {rich_A[0]:.2f}, {rich_A[1]:.2f} eV")
print(f"B-rich end: mu_A, mu_B = {rich_B[0]:.2f}, {rich_B[1]:.2f} eV")
print(f"window width of mu_A = {width:.2f} eV = {width * EV_TO_KJMOL:.1f} kJ/mol")
print(f"A2B3: formation energy {dH_23:.2f} eV per formula unit")
print(f"A2B3: widths of mu_A, mu_B = {width_23_A:.2f}, {width_23_B:.2f} eV")
print(f"competitor A2B: formation energy {dH_21:.2f} eV per formula unit")
print(f"AB beside A2B: upper dmu_A = {comp1[0] - g_A:.2f} eV, width = {width_comp:.2f} eV")
for kind in kinds:
    n_a, n_b, energy = slabs[kind, 9]
    print(f"{kind}, 9 layers, 2x1: N_A={n_a}, N_B={n_b}, E={energy:.2f} eV")
    print(f"  nu = {(n_a - n_b) / 4:.2f} per 1x1 cell; gamma B-rich, A-rich = "
          f"{gamma_eq(kind, dH):.3f}, {gamma_eq(kind, 0):.3f} eV per 1x1 cell")
print(f"B full / A half transition: dmu_A = {cross_low:.2f} eV")
print(f"A half / A full transition: dmu_A = {cross_high:.2f} eV")
print(f"violation of mu_A + mu_B = g_AB by {violation:.2f} eV, A half:")
print("  gamma for 9, 11, 13 layers = "
      + ", ".join(f"{v:.3f}" for v in wrong) + " eV per 1x1 cell")
print(f"vibrational quanta A; B; AB = {1000 * quanta['A'][0]:.0f}; "
      f"{1000 * quanta['B'][0]:.0f}; {1000 * quanta['AB'][0]:.0f} and "
      f"{1000 * quanta['AB'][1]:.0f} meV")
print(f"T = 0 K: formation enthalpy with zero-point energy = {dH_zero:.4f} eV")
for T, width_T, dH_T, TdS in thermal:
    print(f"T = {T} K: width = {width_T:.4f}, dH_f = {dH_T:.4f}, T dS_f = {TdS:.4f} eV")
print(f"k_B T at {T_gas} K = {kB * T_gas:.5f} eV")
print(f"B2 pressure ratio, B-rich to A-rich end, {T_gas} K = {np.exp(log_ratio):.2e}")
print(f"natural logarithm of that ratio = {log_ratio:.3f}")
print("all good")
```

Running it gives:

```
g_A, g_B, g_AB = -2.70, -2.90, -6.40 eV
A-B bond energy = -1.60 eV
dimer energies A, B = -1.00, -1.30 eV
relaxation per adatom, half A layer = -1.30 eV
static formation energy of AB = -0.80 eV per formula unit
A-rich end: mu_A, mu_B = -2.70, -3.70 eV
B-rich end: mu_A, mu_B = -3.50, -2.90 eV
window width of mu_A = 0.80 eV = 77.2 kJ/mol
A2B3: formation energy -1.80 eV per formula unit
A2B3: widths of mu_A, mu_B = 0.90, 0.60 eV
competitor A2B: formation energy -0.90 eV per formula unit
AB beside A2B: upper dmu_A = -0.10 eV, width = 0.70 eV
A full, 9 layers, 2x1: N_A=10, N_B=8, E=-53.20 eV
  nu = 0.50 per 1x1 cell; gamma B-rich, A-rich = 1.250, 0.850 eV per 1x1 cell
A half, 9 layers, 2x1: N_A=8, N_B=8, E=-47.40 eV
  nu = 0.00 per 1x1 cell; gamma B-rich, A-rich = 0.950, 0.950 eV per 1x1 cell
B full, 9 layers, 2x1: N_A=8, N_B=10, E=-53.80 eV
  nu = -0.50 per 1x1 cell; gamma B-rich, A-rich = 0.800, 1.200 eV per 1x1 cell
B full / A half transition: dmu_A = -0.50 eV
A half / A full transition: dmu_A = -0.20 eV
violation of mu_A + mu_B = g_AB by -0.05 eV, A half:
  gamma for 9, 11, 13 layers = 1.050, 1.075, 1.100 eV per 1x1 cell
vibrational quanta A; B; AB = 15; 20; 20 and 30 meV
T = 0 K: formation enthalpy with zero-point energy = -0.7775 eV
T = 300 K: width = 0.7430, dH_f = -0.7936, T dS_f = -0.0506 eV
T = 600 K: width = 0.6909, dH_f = -0.7968, T dS_f = -0.1059 eV
T = 900 K: width = 0.6376, dH_f = -0.7978, T dS_f = -0.1602 eV
k_B T at 900 K = 0.07756 eV
B2 pressure ratio, B-rich to A-rich end, 900 K = 1.38e+07
natural logarithm of that ratio = 16.443
all good
```
